# Zero-temperature band filling in heavily doped n-type silicon

## Question

An implanted and annealed silicon layer contains $n=10^{20}\ \mathrm{cm^{-3}}$ free electrons. The conduction band has six equivalent valleys. Near its minimum, each valley has the dispersion

$$
E=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2(k_{t1}^2+k_{t2}^2)}{2m_t},
$$

where the wavevector is measured from the valley minimum and $E$ from the conduction-band minimum. The total density-of-states mass, which includes all six valleys, is $m_d=1.08\,m_e$. Use $\hbar^2/2m_e=38.10\ \mathrm{meV\,nm^2}$.

**(a)** Neglecting interactions and disorder, derive the energy $E_F$ of the highest filled level at zero temperature in terms of $n$ and $m_d$. State how $m_d$ is related to $m_l$ and $m_t$.

**(b)** Evaluate $E_F$. What would result from counting the valleys a second time, or from omitting five of them?

**(c)** Find the density of states at $E_F$, and the filling if the free-electron density is halved.

**(d)** Derive the leading thermal correction to the chemical potential at fixed $n$. Assess it at 77 K and 300 K.

**(e)** Take $m_l=0.92\,m_e$, a lattice constant of 0.543 nm and valley minima at 0.85 of the distance from $\Gamma$ to X. Do the filled pockets reach X? How does the filling change if $E$ on the left of the dispersion is replaced by $E(1+\alpha E)$, with $\alpha=0.5\ \mathrm{eV^{-1}}$?

**(f)** Estimate the importance of electron exchange and donor disorder, using a relative permittivity of 11.7 and a mobility of 100 cm²/Vs. What does the answer to (b) tell us about a real layer?

The material parameters in (e) and (f) are rough typical values.

## Model answers

### (a) Counting the states

At zero temperature, all states with $E<E_F$ are filled. In one valley they occupy an ellipsoid with semi-axes

$$
k_l^F=\frac{\sqrt{2m_lE_F}}{\hbar},\qquad
k_t^F=\frac{\sqrt{2m_tE_F}}{\hbar},
$$

the second applying to both transverse directions. The ellipsoid volume is

$$
\Omega=\frac{4\pi}{3}k_l^F(k_t^F)^2
=\frac{4\pi}{3}\left(\frac{2m_vE_F}{\hbar^2}\right)^{3/2},
\qquad m_v=(m_lm_t^2)^{1/3}.
$$

In a periodic crystal of volume $V$, one allowed wavevector occupies $(2\pi)^3/V$. Each wavevector holds two spin states, and there are six valleys, so

$$
n=\frac{6\times2}{(2\pi)^3}\Omega
=\frac{6}{3\pi^2}\left(\frac{2m_vE_F}{\hbar^2}\right)^{3/2}.
$$

The factor six can be absorbed into a mass. Since $6m_v^{3/2}=(6^{2/3}m_v)^{3/2}$, define

$$
m_d=6^{2/3}(m_lm_t^2)^{1/3}.
$$

Then

$$
n=\frac{1}{3\pi^2}\left(\frac{2m_dE_F}{\hbar^2}\right)^{3/2}.
$$

Multiplying by $3\pi^2$, raising both sides to the power $2/3$ and solving for the energy gives

$$
\boxed{E_F=\frac{\hbar^2}{2m_d}(3\pi^2n)^{2/3}.}
$$

### (b) The band filling

Since $10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$,

$$
(3\pi^2n)^{1/3}=(2.961)^{1/3}\ \mathrm{nm^{-1}}
=1.436\ \mathrm{nm^{-1}},
$$

and therefore

$$
E_F=\frac{38.10\times(1.436)^2}{1.08}\ \mathrm{meV}
\simeq72.7\ \mathrm{meV}.
$$

The estimate is 73 meV, equivalent to a temperature $E_F/k_B$ of about 840 K.

The wavenumber 1.436 nm⁻¹ is an auxiliary quantity: it would be the Fermi radius if all the electrons were in one spherical valley. A sphere with the volume of one actual pocket has radius

$$
k_v=\left(\frac{3\pi^2n}{6}\right)^{1/3}=0.790\ \mathrm{nm^{-1}}.
$$

If $n$ is divided by six while $m_d$ is kept, the valleys are counted twice and the energy becomes $72.7/6^{2/3}=22.0$ meV. If the single-valley mass $m_v=1.08m_e/6^{2/3}=0.327m_e$ is used with the full density, five valleys are omitted and the energy becomes 240 meV. The correct combinations are $(n,m_d)$ and $(n/6,m_v)$.

A direct count of levels tests the valley factor and the anisotropy. Two electrons were placed in each lowest level of a periodic cube of side 300 nm, with six displaced ellipsoidal valleys, until the density was reached. The highest filled level lay at 72.76 meV, against 72.74 meV from the formula. The counted value fluctuates with box size by up to about 0.1 meV for sides between 150 and 320 nm.

### (c) Density of states and incomplete activation

From (a), $n=CE_F^{3/2}$, with $C$ independent of energy. Differentiation gives

$$
g(E_F)=\frac{dn}{dE_F}=\frac32CE_F^{1/2}=\frac{3n}{2E_F}.
$$

Numerically,

$$
g(E_F)=\frac{3\times10^{20}}{2\times0.07274}
=2.06\times10^{21}\ \mathrm{eV^{-1}\,cm^{-3}}.
$$

At fixed mass, $E_F\propto n^{2/3}$. Halving the density therefore gives

$$
E_F=72.7\times(1/2)^{2/3}\ \mathrm{meV}=45.8\ \mathrm{meV}.
$$

This distinction matters after implantation: $n$ is the free-electron density, not the concentration of implanted atoms. The two are equal if each atom supplies one electron and no acceptors or traps remove electrons.

### (d) Nonzero temperature

Let $G(E)=CE^{3/2}$ be the number of states per volume below $E$, and let $f$ be the Fermi function. Integration by parts turns $n=\int gf\,dE$ into

$$
n=\int G(E)\left(-\frac{df}{dE}\right)dE.
$$

For $k_BT\ll\mu$, the weight $-df/dE$ is a narrow, symmetric peak at $\mu$ with unit area. Expanding $G$ about $\mu$ removes the linear term by symmetry. With $x=(E-\mu)/k_BT$, the mean square width follows from another integration by parts:

$$
\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=\frac{\pi^2}{3}.
$$

Hence, using $G''(\mu)=\tfrac34C\mu^{-1/2}$,

$$
n\simeq G(\mu)+\frac{\pi^2}{6}(k_BT)^2G''(\mu)
=C\mu^{3/2}\left[1+\frac{\pi^2}{8}
\left(\frac{k_BT}{\mu}\right)^2\right].
$$

The density is fixed, so the left side is $CE_F^{3/2}$. Taking the power $2/3$, expanding the bracket, and replacing $\mu$ by $E_F$ in the small term gives

$$
\mu\simeq E_F\left[1-\frac{\pi^2}{12}
\left(\frac{k_BT}{E_F}\right)^2\right].
$$

At 77 K this gives 72.2 meV, in agreement with numerical solution of the full thermal integral. At 300 K, $k_BT=25.85$ meV and $k_BT/E_F=0.355$. The leading correction gives

$$
\mu\simeq72.7\,[1-0.822(0.355)^2]\ \mathrm{meV}\simeq65\ \mathrm{meV},
$$

while the full integral gives 64 meV. The chemical potential is thus about 9 meV below the zero-temperature filling. The electrons are degenerate at room temperature, but not so strongly that thermal smearing can be ignored.

### (e) Shape of the band

Keeping the total mass at $1.08m_e$ and taking $m_l=0.92m_e$ requires $m_t=0.195m_e$. The longitudinal semi-axis is

$$
k_l^F=\sqrt{\frac{0.92\times72.74}{38.10}}\ \mathrm{nm^{-1}}
=1.325\ \mathrm{nm^{-1}}.
$$

The distance from $\Gamma$ to X is $2\pi/a$, so the minimum lies at a distance

$$
q_X=(1-0.85)\frac{2\pi}{0.543\ \mathrm{nm}}
=1.736\ \mathrm{nm^{-1}}
$$

from X. The pocket covers 76% of this distance and does not reach X. Extrapolating the parabola to X gives $38.10q_X^2/0.92\simeq125$ meV, above the filling. In real silicon a second conduction band meets the first at X, and the departure from the parabola depends on direction. In an empirical-pseudopotential band structure the energy at the pocket edge follows the parabola within about 2% along the valley axis, lying slightly above it towards X, but falls about 10% below it along the transverse [110] direction.

For the modified dispersion, the right side is unchanged. The electron density fixes the volume of the ellipsoid, so its value at the pocket surface is still the parabolic result $E_F$. The new filling $E_F'$ obeys

$$
E_F'(1+\alpha E_F')=E_F.
$$

The positive root of this quadratic equation is

$$
E_F'=\frac{\sqrt{1+4\alpha E_F}-1}{2\alpha}
=70.3\ \mathrm{meV}.
$$

Before rounding, the root is 70.27 meV, so the reduction from 72.74 meV is about 2.5 meV, or 3% of $E_F$. In this model the energy rises more slowly with wavevector in every direction, so the same number of states fits below a lower energy. For silicon the isotropic $\alpha$ represents only an average over directions. For comparison, keeping the parabolic band and $m_l$ but taking $m_t=0.19m_e$ changes the total mass to $1.061m_e$ and the filling to 74.0 meV. These small shifts show why a result of 73 meV should not be given further digits as a prediction for silicon.

### (f) Interactions, disorder and the real layer

**Is a filled band a reasonable starting point?** For a spherical valley of mass $m_v$, the effective donor radius is

$$
a_B=\frac{4\pi\epsilon\hbar^2}{m_ve^2}=1.89\ \mathrm{nm},
$$

where $\epsilon$ is the permittivity of the crystal. The donor density sets the length scale $n^{-1/3}=2.15$ nm. Thus $n^{1/3}a_B=0.88$, well above the rough Mott value of 0.25 for the onset of metallic behaviour. Isolated donor levels are not a suitable picture at this density.

**Screening.** Let $V$ be the potential energy of an electron near a singly charged donor. If $V$ is weak and slowly varying, it changes the local electron density by $\delta n=-g(E_F)V$. Poisson's equation, with the donor charge and this response as sources, becomes

$$
\nabla^2V-\frac{V}{\lambda^2}=\frac{e^2}{\epsilon}\delta(\mathbf r),
\qquad \frac1{\lambda^2}=\frac{e^2g(E_F)}{\epsilon}.
$$

Its decaying solution is

$$
V(r)=-A\frac{e^{-r/\lambda}}r,\qquad
A=\frac{e^2}{4\pi\epsilon}=\frac{\hbar^2}{m_va_B}
\simeq123\ \mathrm{meV\,nm}.
$$

The numerical screening length is $\lambda=0.56$ nm.

**Exchange.** In a spherical valley, an electron exchanges with the filled states of its own spin and valley. Without screening, its energy shift is

$$
\Sigma(\mathbf k)=-\frac{e^2}{\epsilon}
\int_{q<k_v}\frac{d^3q}{(2\pi)^3}\frac1{|\mathbf k-\mathbf q|^2}.
$$

At $k=0$, the integral of $1/q^2$ over the sphere is $4\pi k_v$. For $\mathbf k$ on the surface, use spherical coordinates centred there. A ray at angle $\theta$ to the inward normal crosses the sphere over a length $2k_v\cos\theta$, and the integral is

$$
2\pi\int_0^1 2k_v\cos\theta\,d(\cos\theta)=2\pi k_v.
$$

The bottom of the band is therefore lowered twice as much as the Fermi level. Their separation grows by

$$
\Sigma(k_v)-\Sigma(0)=\frac{e^2k_v}{4\pi^2\epsilon}
=\frac{Ak_v}{\pi}\simeq31\ \mathrm{meV}.
$$

With static screening, $1/|\mathbf k-\mathbf q|^2$ becomes $1/(|\mathbf k-\mathbf q|^2+\lambda^{-2})$. Numerical integration then gives a widening of 0.5 meV. This value belongs to the spherical pocket with a constant screening length. Wavevector-dependent (Lindhard) screening lowers it to 0.3 meV, and the ellipsoidal pocket gives 0.3 meV at its waist and about 1 meV at its tip (26 and 37 meV without screening). Only the size, 1 meV or less, should be retained. Screening makes the interaction depend more weakly on wavevector, so it shifts the bottom and the Fermi level by more nearly equal amounts. A common shift changes the position of the band relative to undoped silicon, but not the filling measured from its own bottom.

**Random donors.** Suppose that donors of density $n$ are placed independently. The number in a small volume $d^3r$ has variance $n\,d^3r$, so the variance of the total potential at a point is

$$
n\int V^2d^3r
=4\pi nA^2\int_0^\infty e^{-2r/\lambda}dr
=2\pi nA^2\lambda.
$$

The local root-mean-square potential is

$$
A\sqrt{2\pi n\lambda}
=123\sqrt{2\pi(0.1)(0.56)}\ \mathrm{meV}
\simeq73\ \mathrm{meV}.
$$

Its near equality with $E_F$ is particular to these numbers: within this model $\lambda\propto n^{-1/6}$, so the local potential scales as $n^{5/12}$, whereas $E_F$ scales as $n^{2/3}$.

This value is not an uncertainty of 73 meV in every electron level. The equivalent electron wavelength, $2\pi/k_v=8.0$ nm, is much longer than $\lambda$, so an electron averages over the local fluctuations. The same comparison shows that the assumption of a slowly varying potential is poor. Linear screening also fails within about 0.6 nm of a donor, where $|V|$ exceeds $E_F$, and this region supplies most of the variance calculated above. The screened exchange and the local potential are therefore estimates of size.

**Scattering.** The mobility supplies another scale. Averaging the inverse mass over the valleys gives

$$
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),
\qquad m_c=0.265m_e.
$$

With $\tau=\mu_em_c/e$, where $\mu_e$ is the mobility, the energy scale is

$$
\frac{\hbar}{2\tau}=\frac{\hbar e}{2\mu_em_c}\simeq22\ \mathrm{meV}.
$$

This is 30% of $E_F$. It uses the transport time, so it is an indication of level broadening and not a calculated linewidth. Because $1/\lambda$ exceeds $k_v$, scattering is nearly isotropic here: in the Born approximation the screened potential above gives $\hbar/2\tau$ of about 7 meV from the total rate and 6 meV from the transport rate. Weak scattering from that potential therefore accounts for only part of the 22 meV. The assumed mobility is also on the high side: empirical fits for phosphorus and arsenic at this density give roughly 60 to 75 cm²/Vs, corresponding to 30 to 36 meV.

**Reading the result for a real layer.** A free-electron density of $10^{20}\ \mathrm{cm^{-3}}$ is typical in order of magnitude of heavily doped n-type contact regions in silicon devices, and the other parameters are rough values for that regime. The result of 73 meV is a sound estimate of ideal band filling at the stated density and mass. At room temperature the same ideal band has a chemical potential near 64 meV, and 50% activation lowers the zero-temperature filling to 46 meV. A clean band with a sharp bottom is an idealization: the scattering scale is 22 meV for the assumed mobility and 30 to 36 meV for mobilities typical of this density, a substantial fraction of the filling. The calculation does not determine the Fermi level relative to the band edge of undoped silicon, because the common shift of the levels and the disorder-induced band tail have not been calculated. The numerical output lists the values used in these estimates.

## Values computed for the example and the checks

```
Free-electron density: 1.000e+20 cm^-3
Total density-of-states mass: 1.080 m_e
Number of valleys: 6
hbar^2/(2 m_e): 0.038100 eV nm^2
Auxiliary wavenumber (3 pi^2 n)^(1/3): 1.4360 nm^-1
Zero-temperature band filling: 72.74 meV
Equivalent Fermi temperature: 844 K
Filling from discrete level count: 72.76 meV
Counting box side: 300 nm
Density of states at E_F: 2.062e+21 eV^-1 cm^-3
Density of states from count: 2.056e+21 eV^-1 cm^-3
Density per valley: 1.667e+19 cm^-3
Single-valley density-of-states mass: 0.3271 m_e
Longitudinal mass, rough: 0.920 m_e
Transverse mass from total mass: 0.1950 m_e
Equivalent spherical pocket radius: 0.7902 nm^-1
Longitudinal pocket semi-axis: 1.325 nm^-1
Transverse pocket semi-axis: 0.610 nm^-1
Wrong filling: valleys counted twice: 22.0 meV
Wrong filling: only one valley: 240.2 meV
Filling at 50 percent activation: 45.8 meV
Total mass if transverse mass is 0.19 m_e: 1.061 m_e
Filling with that total mass: 74.0 meV
Temperature of use: 300 K
Thermal energy there: 25.85 meV
Chemical potential there: 63.8 meV
Chemical potential at 77 K: 72.24 meV
Low-temperature expansion at 77 K: 72.24 meV
Nonparabolicity, rough: 0.50 eV^-1
Nonparabolic zero-temperature filling: 70.3 meV
Lattice constant, rough: 0.543 nm
Valley position as fraction of Gamma-X: 0.85
Distance from valley minimum to X: 1.736 nm^-1
Parabolic energy at X: 125 meV
Relative permittivity, rough: 11.7
Effective donor radius: 1.89 nm
Mott parameter n^(1/3) a_B: 0.88
Thomas-Fermi screening length: 0.56 nm
Equivalent electron wavelength: 8.0 nm
Local rms donor potential: 73 meV
Unscreened exchange widening: 31.0 meV
Screened exchange widening: 0.49 meV
Mobility, rough: 100 cm2/Vs
Conductivity mass: 0.265 m_e
Transport half-width hbar/(2 tau): 22 meV
```
